The Källén-Sabry potential and its 2P-2S shift in muonic hydrogen

**Question**

I can get the Uehling potential from the one-loop spectral function and evaluate it in muonic hydrogen. At order α² I am stuck. The Källén-Sabry potential should come from the two-loop spectral function plus an "iterated one-loop term". How is the two-loop function derived, given that its pieces are infrared divergent? Is the iterated term the same as second-order perturbation theory in the Uehling potential? And what does the result contribute to E(2P)−E(2S)?

**Answer**

Units are ħ = c = mₑ = 1 and α = e²/4π, with metric (+−−−). The nucleus is a static point charge Z and the loops are electron loops. The iterated term is the square of the one-loop polarization inside one photon line; second-order Uehling is a different term, treated in part 9.

**1. Spectral form**

Summing photon-irreducible insertions Π in the exchanged photon gives, for momentum transfer k,

V(k) = −(4πZα/k²)/(1−Π) = −(4πZα/k²)[1 + Π1 + Π2 + Π1² + …].

The order-α² part is Π2 + Π1². Charge renormalization sets Π(0) = 0, and Π grows logarithmically, so one subtraction suffices:

Π(k²) = (α/3π) k² ∫₄^∞ ds R(s)/(s(s+k²)).

At k² = −s − i0 this gives Im Π = −αR/3. The polarization tensor has trace 3sΠ, and unitarity equates twice its absorptive part to e²W, where W = Σ∫dΦ (−J·J*) runs over the cuts and J is the matrix element of the current. So αR/3 = 4παW/6s, or

R = 2πW/s = R0 + (α/π)R1.

Notation: v = √(1−4/s) = tanh L, p = (1−v)/(1+v) = e^{−2L}, μ = 1/s = (1−v²)/4, √s = 2cosh L. R1 comes from the e⁺e⁻ cut with a corrected vertex and from the e⁺e⁻γ cut. A photon mass λ regulates both.

**2. Two-body cut**

Let J^μ = ū(p1)[F1γ^μ + F2 S^μ]v(p2), S^μ = iσ^{μν}q_ν/2, q = p1+p2. The phase space is |p|/(4π√s) = v/8π, so R = vT/4s with T the spin trace. With γ^μp̸γ_μ = −2p̸ and 2p1·p2 = s−2,

T = −Tr[(p̸1+1)γ^μ(p̸2−1)γ_μ] = 8p1·p2 + 16 = 4(s+2), R0 = v(1+2μ) = v(3−v²)/2.

The Gordon identity gives S^μ = γ^μ − (p1−p2)^μ/2 between these spinors. Since Tr[(p̸1+1)(p̸2−1)γ_μ] = 4(p2−p1)_μ and (p1−p2)² = 4−s, the interference trace of S with γ is 4(s+2) + 2(s−4) = 6s. With F1 = 1+(α/π)f1 and F2 = (α/π)f2,

R1(virtual) = 2R0 Re f1 + 3v Re f2.

**3. Form factors**

Put p′ = p1, p₀ = −p2, q = p′−p₀, k′ = k+q. The photon propagator, two vertices and two electron propagators give (−i)(−ie)²(i)² = −ie²:

δΓ^μ = −ie² ∫d⁴k/(2π)⁴ N^μ/[(k²−1)(k′²−1)((k−p₀)²−λ²)],
N^μ = γ^ν(k̸′+1)γ^μ(k̸+1)γ_ν = −2[k̸γ^μk̸′ + γ^μ − 2(k+k′)^μ].

Feynman parameters x, y, z for the three factors give 2/(l²−Δ)³ with k = l + zp₀ − yq and Δ = (1−z)² − xyq² + zλ². At l = 0 write k = zp′ − (1−x)q and k′ = zp₀ + (1−y)q, so that p̸′ on the left and p̸₀ on the right become 1. Between spinors q̸γ^μq̸ = −q²γ^μ, γ^μq̸ = 2p′^μ − 2γ^μ and q̸γ^μ = 2γ^μ − 2p₀^μ. With 2−x−y = 1+z,

k̸γ^μk̸′ = γ^μ[−2z − z² + (1−x)(1−y)q²] + 2z(1−y)p′^μ + 2z(1−x)p₀^μ.

Δ is symmetric in x and y, so the vectors may be symmetrized: the last two terms become z(1+z)(p₀+p′)^μ, and k+k′ becomes z(p₀+p′). Together they give z(z−1)(p₀+p′)^μ = 2z(z−1)(γ^μ − S^μ), hence

N^μ = −2[n γ^μ + 2z(1−z)S^μ] + l²γ^μ, n = 1 − 4z + z² + (1−x)(1−y)q².

The last term follows from l^αl^β → l²g^{αβ}/4. The loop integrals are ∫d⁴l/(2π)⁴ (l²−Δ)^{−3} = −i/(32π²Δ) and ∫d⁴l/(2π)⁴ l²(l²−Δ)^{−3} = (i/16π²)(−lnΔ + const). Both structures then carry e²/8π² = α/2π. By the Ward identity the electron field renormalization enforces F1(0) = 1, which removes the constant:

f1 = ½∫[−lnΔ + n/Δ] − (same at q² = 0), f2 = ½∫2z(1−z)/Δ.

Set w = 1−z, x = wξ, y = w(1−ξ), measure w dw dξ, M² = 1 − sξ(1−ξ). Then Δ = w²M² + zλ² and n = (s−2)(1−w) + w²(2−M²). For λ → 0, ∫w dw/Δ = ln(M²/λ²)/2M², and λ drops out of the other terms. The w integral of the f1 bracket has the q²-dependent part

−½lnM² + (s−2)/M²·[½ln(M²/λ²) − 1] + 1/M² − ½,

which equals 2lnλ + 5/2 at s = 0, M² = 1. With η = 2ξ−1, M² = (η²−v²−i0)/(1−v²) is even in η, and s−2 = 2(1+v²)/(1−v²):

f1 = ½∫₀¹dη {−½lnM² + (s−2)/M²·[½ln(M²/λ²) − 1] + 1/M² − 3 − 2lnλ}, f2 = ½∫₀¹dη/M².

Three real parts are needed. Elementary integration gives

I0 = Re∫lnM² dη = (1−v)ln(1−v) + (1+v)ln(1+v) − 2 − ln(1−v²) = 2vL − 2,
I1 = Re∫dη/(η²−v²) = (1/2v)ln p = −L/v.

For I2 = Re∫lnM² dη/(η²−v²) write ∫₀¹ = ∫₀^∞ − ∫₁^∞. The substitution η = κ tanφ gives ∫₀^∞ ln(η²+κ²)dη/(η²+κ²) = (π/κ)ln 2κ. At κ = −iv this is (iπ/v)(ln 2v − iπ/2), with real part π²/2v. On the outer range r = (η−v)/(η+v) gives dη/(η²−v²) = dr/(2vr) and η²−v² = 4v²r/(1−r)², so 2v∫₁^∞ = 4L ln 2v − 2L² + 2[π²/6 − Li2(p)]. The reflection formula π²/6 − Li2(p) = Li2(1−p) + ln p ln(1−p), the term −ln(1−v²)I1, and (1−v²)(1−p)²/4v² = p give

2v I2 = π² + 2L² − 2Li2(1−p) + 2L ln p = π² − 2Li2(1−p) − 2L².

Then 2Re f1 = −I0/2 + (1+v²)I2 − 2(1+v²)(lnλ+1)I1 + (1−v²)I1 − 3 − 2lnλ, that is

Re f1 = ½g lnλ − 1 + (1+2v²)L/2v + (1+v²)/(4v)·[π² − 2Li2(1−p) − 2L²],
Re f2 = −(1−v²)L/2v, g = 2[(1+v²)L/v − 1].

**4. Three-body cut**

With photon momentum k, real transverse polarization ε (ε·k = 0, ε² = −1), a = 2p1·k and b = 2p2·k, the Dirac equation gives ū ε̸(p̸1+k̸+1) = ū(2p1·ε + ε̸k̸) and (−p̸2−k̸+1)ε̸ v = −(2p2·ε + k̸ε̸)v. The amplitude is

J^μ = e ū[𝒜γ^μ + ε̸k̸γ^μ/a − γ^μk̸ε̸/b]v, 𝒜 = 2p1·ε/a − 2p2·ε/b.

Define a = sy1, b = sy2, x = y1+y2 = 2ω/√s, so that 2p1·p2 = s(1−x−2μ). Since 𝒜 vanishes for ε → k, the polarization sum is Σ𝒜² = −(2p1/a − 2p2/b)² = 2E/s with

E = 2(1−2μ−x)/(y1y2) − 2μ/y1² − 2μ/y2².

The trace has four parts. (i) The eikonal square is (8p1·p2+16)Σ𝒜² = 8(1−x+2μ)E. (ii) For the interference, γ^μ(p̸2−1)γ_μ = −2p̸2−4 leaves 2Tr[p̸1ε̸k̸p̸2]/a = 4(b p1·ε − a p2·ε)/a = 2b𝒜, and the second magnetic term gives 2a𝒜 in the same way; the total is 2·2(a+b)Σ𝒜² = 8xE. (iii) For a magnetic square, k̸p̸2k̸ = bk̸, k̸k̸ = 0 and ε̸k̸ε̸ = k̸ give 2b·Tr[p̸1k̸]/a² = 4b/a per polarization, so both squares give 8(y1/y2 + y2/y1). (iv) The magnetic cross term vanishes: γ^μp̸2ε̸k̸γ_μ = −2k̸ε̸p̸2 meets k̸, and γ^με̸k̸γ_μ = 4ε·k = 0. The sum is 8F with

F = (1+2μ)E + y1/y2 + y2/y1.

In the phase space the momentum delta removes d³k, the angles give 8π² dcosθ₁₂, and the energy delta with dω/dcosθ₁₂ = |p1||p2|/ω leaves dΦ = dE1dE2/32π³ = s dy1dy2/128π³. Hence R(real) = (α/2π)∫F dy1dy2.

*Soft photons.* For |k| < Δ ≪ √s the eikonal term multiplies R0 by e²∫d³k Σ𝒜²/((2π)³2ω), now with k² = λ². Put |k| = λ sinh t, ω = λ cosh t, u = tanh t, so that d|k|/ω = dt and p_{1,2}·k = E₁ω(1 ∓ vu c), c being the cosine of the photon angle. With p1·p2 = E₁²(1+v²), 1 = E₁²(1−v²) and the angular means ⟨1/(1−w²c²)⟩ = artanh(w)/w, ⟨1/(1−wc)²⟩ = 1/(1−w²), the factor is (α/π)∫dt u²G(u),

G(u) = 2(1+v²)artanh(vu)/(vu) − 2(1−v²)/(1−v²u²), G(1) = g.

The upper limit is t = ln(2Δ/λ). Adding and subtracting g gives g ln(2Δ/λ) + C with C = ∫₀¹du (u²G − g)/(1−u²). The second term of G contributes ∫2du/(1−v²u²) = 2L/v. The first contributes 2(1+v²)Q/v with Q = ∫[u artanh(vu) − L]du/(1−u²). Differentiation gives dQ/dv = −L/(v(1−v²)), and dv = (1−v²)dL, so Q = −Φ(L) with Φ(L) = ∫₀^L t coth t dt. Writing coth t = 1 + d ln(1−e^{−2t})/dt, integrating by parts and using the reflection formula,

Φ(L) = L²/2 + ½Li2(1−e^{−2L}), C = 2L/v − (1+v²)/v·[L² + Li2(1−p)].

The soft term holds −R0 g lnλ and the virtual term +R0 g lnλ, so λ cancels.

*Hard photons.* In the pair rest frame the velocity is tanhθ, fixed by 1−x = z₀cosh²θ with z₀ = 1−v² = 1/cosh²L, and y_{1,2} = x(1 ∓ c tanhθ)/2, dy1 = x tanhθ dc/2. The same angular means, with y1/y2 + y2/y1 = x²/y1y2 − 2, give the spectrum h = ½∫F dy1:

h(x) = (3−v²)[(1+v²−2x)θ − (1−x)tanhθ]/x + x(2θ − tanhθ).

As x → 0, θ → L and h → R0 g/x, the soft spectrum. The soft formula can therefore be extended to the endpoint x = v², where 2Δ = v²√s, and the difference added:

H = ∫₀^{v²}(h − R0g/x)dx = (3−v²)[(1+v²)A − B] + (2−v²)(D0 − 2C0) − 2C1 + D1,

where A = ∫(θ−L)dx/x, B = ∫(tanhθ−v)dx/x, C_n = ∫(1−x)ⁿθ dx, D_n = ∫(1−x)ⁿtanhθ dx, and x = 1−(1−x) was used in the last term of h. Here |dx| = z₀ sinh2θ dθ and x = z₀ sinh(L−θ)sinh(L+θ), so |dx|/x = [coth(L−θ) − coth(L+θ)]dθ on 0 < θ < L. With t = L∓θ in the two terms,

A = −Φ(L) + ∫_L^{2L}(2L−t)coth t dt = 2L ln(2cosh L) − Φ(2L) = 2L ln(1+p) − ½Li2(1−p²).

For B, tanhθ − v = −sinh(L−θ)/(coshθ cosh L) leaves −(2/cosh L)∫sinhθ dθ/sinh(L+θ), and sinhθ = sinh t cosh L − cosh t sinh L gives B = −2L + 2v ln(2cosh L). The rest need z₀ sinh2L = 2v and z₀ cosh2L = 1+v², with integration by parts for C_n:

D0 = 2z₀∫sinh²θ dθ = v − z₀L, C0 = L − z₀∫cosh²θ dθ = L − z₀L/2 − v/2,
D1 = ½z₀²∫sinh²2θ dθ = v(1+v²)/4 − z₀²L/4,
C1 = L/2 − ½z₀²∫cosh⁴θ dθ = L/2 − 3z₀²L/16 − z₀v/4 − v(1+v²)/16.

So D0 − 2C0 = 2v − 2L.

**5. The two-loop spectral function**

R1 = 2R0 Re f1 + 3v Re f2 + R0[g ln(v²√s/λ) + C] + H.

Use ln(v²√s) = 2ln(1−p) − ln(1+p) + L, ln(2cosh L) = L + ln(1+p), and ℓ = 2ln(1−p) + ln(1+p). Terms proportional to P = (3−v²)(1+v²)/2 are

π²/2 − 2Li2(1−p) − 2L² − Li2(1−p²) + 4L ln(1+p) + 2L ln(v²√s).

Reflecting both dilogarithms produces −3·π²/6, which cancels π²/2, and −4L[2ln(1−p) + ln(1+p)]. The L² terms cancel and 2Li2(p) + Li2(p²) + ℓ ln p remains. The −2 in g and the logarithm in B give −v(3−v²)(ℓ + 3L). The other terms linear in L have the coefficient

(3−v²)(1+2v²)/2 − 3z₀/2 + 3(3−v²) − 2(2−v²) − 1 + z₀²/8 = (33 + 22v² − 7v⁴)/8,

which with −3v(3−v²) factors as (1−v)(33−39v−17v²+7v³)/8. The rational terms are −v(3−v²) + 2v(2−v²) + z₀v/2 + 3v(1+v²)/8 = 3v(5−3v²)/8. Therefore

R1 = P[2Li2(p) + Li2(p²) + ℓ ln p] − v(3−v²)ℓ − (1−v)(33−39v−17v²+7v³)ln p/16 + 3v(5−3v²)/8.

At v = 0.6 (s = 6.25, L = 0.693147, p = 0.25), with the cancelling lnλ terms dropped:

virtual = 2(0.792)(3.932841) + 1.8(−0.369678) = 5.56420,
soft = 0.792[1.142267(−0.105361) − 0.996400] = −0.88447,
R1 = 5.56420 − 0.88447 − 1.11526 = 3.56447.

The traces were tested with explicit γ matrices, Im f1 and Im f2 against the on-shell rescattering integral, and R1 against contour, soft and Dalitz quadratures at three velocities and two photon masses.

At threshold Li2(1−p) ≈ 2v, so Re f1 → π²/4v − 3/2 and Re f2 → −½, while real emission starts at higher order in v. Thus R1 → 3π²/4 − 6v, and R1 = 7.343 at v = 0.01. Multiplied by α/π, the constant is 3πα/4 = R0·πα/2v with R0 ≈ 3v/2, the first-order Coulomb attraction of the slow pair. The expansion of R fails for v of order α, but the resummation and the positronium poles enter at higher order in α than kept here. At large s, p ≈ μ and v ≈ 1−2μ: the four terms give 4μ − 2μ ln p, 2μ, 2μ ln p and 3/4 + 3μ, so R1 → 3/4 + 9/s.

**6. The iterated term**

Consider (α/π)·½∫₀¹(1−η²)lnM² dη. It vanishes at s = 0, is analytic off the cut, grows logarithmically, and has imaginary part −π·½(v − v³/3) = −πR0/3 in units of α/π, because lnM² carries −iπ for η < v. These properties fix it uniquely, so it is Π1. Integration by parts, with η⁴/(η²−v²) = η² + v² + v⁴/(η²−v²), gives Re∫η²lnM² dη = −2/9 − 2v²/3 + 2v³L/3. With I0, the real part of Π1/(α/π) on the cut is

π1 = −8/9 + v²/3 + v(3−v²)L/3.

Π1² is analytic on the same cut plane, vanishes at 0 and grows as a squared logarithm, so it obeys the same dispersion relation with Im Π1² = 2 ReΠ1 ImΠ1. Its spectral function in units of α/π is 2π1R0, and

R_KS = R1 + 2π1R0.

The iterated part is not positive. Since Π1² = O(k⁴), the k² term of its dispersion integral vanishes: ∫π1R0 ds/s² = 0, which the quadrature confirms to rounding. It starts as −8v/3, equals −0.638 at v = 0.6, and turns positive at v = 0.7940, √s = 3.290. The corresponding moments ∫R ds/3s² are 1/15 for R0 and 0.253086420 for R1, which matches 41/162 numerically.

**7. The potential**

The Fourier transform of 4π/(s+k²) is e^{−√s r}/r, so

V_KS(r) = −(Zα/r)(α/π)² χ(r), χ(r) = (1/3)∫₄^∞ (ds/s) R_KS e^{−√s r}, ds/s = 2 tanh L dL.

The output tabulates χ = χ_irr + χ_red: 7.868, 2.222, 0.4249, 0.1070 and 0.00965 at r = 0.01, 0.1, 0.5, 1 and 2. Because ∫r e^{−√s r}dr = 1/s, the sum rule becomes ∫rχ_red dr = 0, so χ_red must change sign; it is 0.631 at r = 0.1 and −0.0130 at r = 0.5. At small r the exponential cuts the integral near s = 1/r². There 2π1R0 ≈ (2/3)ln s gives χ_red ≈ (4/9)ln²(1/r) at leading logarithm, and R1 ≈ 3/4 gives χ_irr ≈ ½ln(1/r). The iterated part wins eventually, and is already 4.90 against 2.97 at r = 0.01.

At large r, √s ≈ 2 + L² and R_KS ≈ 3π²/4 − 26L/3. With ∫2L e^{−rL²}dL = 1/r and ∫2L²e^{−rL²}dL = √π/2r^{3/2},

χ → e^{−2r}[π²/4r − 13√π/(9r^{3/2})].

At r = 400 the quadrature gives χe^{2r} = 5.8492×10⁻³ and this form 5.8485×10⁻³. The Uehling tail from R0 ≈ 3L/2 is √π e^{−2r}/4r^{3/2}, so the ratio to it grows as α√(πr), and the two-loop term is no longer a small correction to the tail when that reaches unity.

**8. The 2P−2S shift**

Take nonrelativistic Coulomb states with reduced mass m_r, Bohr radius β = 1/(Zαm_r) in units of 1/mₑ, ρ = r/β and y = β√s. The radial densities are ½ρ²(1 − ρ + ρ²/4)e^{−ρ} for 2S and ρ⁴e^{−ρ}/24 for 2P. With ∫ρⁿe^{−(1+y)ρ}dρ = n!/(1+y)^{n+1}, in units of 1/β,

⟨e^{−√s r}/r⟩_2S = ½[(1+y)^{−2} − 2(1+y)^{−3} + (3/2)(1+y)^{−4}] = (1+2y²)/4(1+y)⁴,
⟨e^{−√s r}/r⟩_2P = 3!/(24(1+y)⁴) = 1/4(1+y)⁴.

The potential carries a minus sign and Zα/β = m_r(Zα)², so in first order

ΔE = E(2P) − E(2S) = m_r(Zα)²(α/π)² (1/3)∫(ds/s) R_KS y²/(2(1+y)⁴).

The kernel vanishes at y = 0, which is the Coulomb degeneracy, and peaks at y = 1. For β ≫ 1, as in an ordinary atom, it tends to 1/(2β²s). Then ΔE is m_r(Zα)²(α/π)²/2β² times the moment 0.25309, and the sum rule removes the iterated term at this order. That limit does not apply to muonic hydrogen:

m_r = 105.6583755 × 938.2720894/(105.6583755 + 938.2720894) = 94.964471 MeV,
β = 0.51099895 × 137.035999/94.964471 = 0.7373837.

The cut starts at y = 2β = 1.47477, just past the peak, where the kernel is 0.028992. The energy scale is m_rα² = 5056986.7 meV, and m_rα²(α/π)² = 27.284923 meV. The spectral integrals are 0.0459228 for R1 and 0.0093440 for 2π1R0:

irreducible: 27.284923 × 0.0459228 = 1.2530 meV,
iterated: 27.284923 × 0.0093440 = 0.25495 meV,
Källén-Sabry: ΔE = 1.50795 meV = 364.6 GHz, about 1.51 meV.

The single levels move by −1.6538 meV (2S) and −0.1458 meV (2P); both were tested by radial quadrature of V_KS. The iterated part was also tested without any spectral function, by integrating the spacelike Π1(k²)² against the difference of the 2P and 2S form factors, which again gives 0.25495 meV. It moves 2S by −0.2426 meV but 2P by +0.0123 meV. The radial 2P density starts as r⁴, so 2P mainly samples the outer region, where the tabulated χ_red is negative, while the 2S shift comes mostly from the positive core.

The same formula with R0 and one power of α/π gives the Uehling shift 205.007 meV. The ratio 0.007356 = 3.17 α/π is the mean of R_KS/R0 over ds/s, weighted by R0 times the kernel. That function is (3.564 − 0.638)/0.792 = 3.69 at v = 0.6 and grows as π²/2v toward threshold.

**9. Second-order Uehling is a separate term**

In Π1² both loops sit on one photon, at one momentum k, and the result is a local potential independent of the muon. In second-order perturbation theory each loop sits on its own photon, and the bound muon propagates between them through the reduced Coulomb Green function. It is of the same order, m_r(Zα)²(α/π)² at fixed β, but it is not part of V_KS. It follows from (H0 − E0)ψ1 = −(V_U − E1)ψ0 with ⟨ψ0|ψ1⟩ = 0 and E2 = ⟨ψ0|V_U|ψ1⟩. Solved in a basis r^{l+1}e^{−ζr}, tested on a 1/r perturbation, where E ∝ Z² fixes E2, and between two bases, it gives −0.1532 meV for 2S and −0.0023 meV for 2P. The difference 0.151 meV is added to the 1.508 meV, not included in it.

The value 1.508 meV is the first-order nonrelativistic matrix element for a point proton. It leaves out relativistic corrections of relative order (Zα)² (about 10⁻⁴ of the value here, enough to move its fourth decimal), recoil beyond the reduced mass, the proton size, and muon or hadron loops. The numerical output below lists the inputs and intermediate values.

Computed values

```
1/alpha = 137.035999178
m_e, m_mu, m_p = 0.51099895, 105.6583755, 938.2720894 MeV
reduced mass m_r = 94.964471 MeV
beta = muonic Bohr radius = 0.7373837 (1/m_e)
m_r alpha^2 = 5056986.72 meV; times (alpha/pi)^2 = 27.284923 meV
v=0.6 (dimensionless; ln lam terms dropped): s=6.2500 L=0.693147 p=0.2500
  R0=0.792000 g=1.142267 Re f1=3.932841 Re f2=-0.369678
  C=-0.996400 ln(v^2 sqrt s)=-0.105361 H=-1.115260
  virtual=5.564199 soft=-0.884466
  R1=3.564473 pi1=-0.402907 2 pi1 R0=-0.638205
v=0.01: R1=7.342656  2 pi1 R0=-0.026662
v=0.2: R1=6.260624  2 pi1 R0=-0.494645
v=0.4: R1=5.008579  2 pi1 R0=-0.766952
v=0.8: R1=2.039107  2 pi1 R0=0.029902
v=0.9: R1=1.329908  2 pi1 R0=0.686616
v=0.99: R1=0.797346  2 pi1 R0=2.403605
pi1=0 at v=0.794027, sqrt s=3.29011 m_e
moments int R ds/(3 s^2): R0 0.066666667, R1 0.253086420, reducible -1.8e-15
  compare 1/15=0.066666667, 41/162=0.253086420
r=0.01 (1/m_e): chi_irr=2.973213 chi_red=4.895154 chi=7.868367
r=0.1 (1/m_e): chi_irr=1.590600 chi_red=0.631152 chi=2.221752
r=0.5 (1/m_e): chi_irr=0.437995 chi_red=-0.013046 chi=0.424949
r=1.0 (1/m_e): chi_irr=0.119038 chi_red=-0.012037 chi=0.107001
r=2.0 (1/m_e): chi_irr=0.011032 chi_red=-0.001385 chi=0.009647
r=400 (1/m_e): chi e^(2r)=5.849236e-03, asymptote 5.848476e-03
kernel y^2/(2(1+y)^4) at threshold y=1.47477: 0.028992
integrals dE/(m_r alpha^2 (alpha/pi)^2): irr 0.0459228, red 0.0093440
Uehling 2S -219.5840, 2P -14.5766, 2P-2S 205.0074 meV
irreducible 2S -1.41117, 2P -0.15817, 2P-2S 1.25300 meV
reducible 2S -0.24261, 2P 0.01234, 2P-2S 0.25495 meV
reducible 2P-2S in momentum space 0.25495 meV
Kallen-Sabry 2S -1.65377, 2P -0.14582 meV
Kallen-Sabry 2P-2S = 1.50795 meV = 364.62 GHz
ratio to Uehling = 0.007356 = 3.1667 alpha/pi
second-order Uehling (separate) 2S -0.1532, 2P -0.0023, 2P-2S 0.1509 meV
```
